# First Integral of Poisson's Equation for Accumulated n-Type Silicon with Fermi–Dirac Statistics, part 2

A gate draws extra electrons to the surface of n-type silicon, and we want the field there. The silicon fills $x>0$, the oxide $x<0$. The potential $\phi$ is zero in the neutral bulk and $\phi_s>0$, the bending, at the surface. The surface field $E_s$ is positive into the silicon. An electron has charge $-q$, $\varepsilon$ is the permittivity of silicon, $T$ the temperature, $V_t=kT/q$ and $\hbar=h/2\pi$. The oxide is taken to block current, so the Fermi level $E_F$ is constant in the silicon. With $E_c$ the conduction-band edge,

$$\eta(x)=\frac{E_F-E_c(x)}{kT}=\eta_b+\frac{\phi(x)}{V_t}.$$

The surface value is $\eta_s=\eta_b+u$, where $u=\phi_s/V_t$.

The local model gives each point the electron density $n$ of a uniform gas, ignoring the electrons' wave nature. For six parabolic valleys with longitudinal mass $m_l$ and transverse mass $m_t$,

$$n=N_cF_{1/2}(\eta),\qquad N_c=12\left(\frac{2\pi\bar m kT}{h^2}\right)^{3/2},\qquad \bar m=(m_lm_t^2)^{1/3},$$

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}}.$$

The occupation is $f=1/(1+e^{t-\eta})$, and $F_j'=F_{j-1}$ for $j>0$. Holes are neglected. The ionised donor density $N_D$ is uniform and fixed, with $N_D=N_cF_{1/2}(\eta_b)$.

Integrating Poisson's equation once gives $E_s^2=(2q/\varepsilon)W(\phi_s)$, where

$$W(\phi)=\int_0^\phi\left[n(\varphi)-N_D\right]d\varphi.$$

Equivalently, the first integral is

$$E_s^2=\frac{2kTN_c}{\varepsilon}B,\qquad B=F_{3/2}(\eta_s)-F_{3/2}(\eta_b)-uF_{1/2}(\eta_b).$$

$B$ is called the bracket. The electron pressure is $P=kTN_cF_{3/2}(\eta)$, and the electric stress at the surface obeys

$$\tfrac12\varepsilon E_s^2=P_s-P_b-qN_D\phi_s,$$

with subscripts $s$ and $b$ for surface and bulk.

By Gauss's law the sheet charge is $-\varepsilon E_s$. The centroid $\bar x$ of the excess electrons satisfies $\phi_s=E_s\bar x$, which remains true when the density is computed from wave functions.

Q: My doping is moderate and the bulk is safely nondegenerate. May I use Boltzmann statistics?

A: That condition is not enough. The surface must be nondegenerate too, and accumulation drives it towards degeneracy. To see what is required, expand the occupation for $\eta<0$:

$$\frac{1}{1+e^{t-\eta}}=\sum_{k=1}^\infty(-1)^{k+1}e^{k(\eta-t)}.$$

This is a geometric series with ratio $-e^{\eta-t}$, and it converges for every $t\ge0$. Each term integrates to $\int_0^\infty t^je^{-kt}dt=\Gamma(j+1)/k^{j+1}$. The integrated absolute values also have a finite sum, so the order of summation and integration may be exchanged:

$$F_j(\eta)=\sum_{k=1}^\infty(-1)^{k+1}\frac{e^{k\eta}}{k^{j+1}}.$$

Put this into $B$. The $F_{3/2}$ terms carry $k^{-5/2}$, and the $F_{1/2}$ term carries $k^{-3/2}=k\,k^{-5/2}$. Hence, for $\eta_b<\eta_s<0$,

$$B=\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^{5/2}}e^{k\eta_b}\left(e^{ku}-1-ku\right).$$

If $e^{\eta_s}\ll1$, the first term dominates. In the same limit $N_D=N_ce^{\eta_b}$, and

$$E_s^2\to\frac{2kTN_D}{\varepsilon}\left(e^u-1-u\right).$$

This is the Boltzmann limit. The exponential comes from the accumulated electrons, the $-1$ from the electron pressure in the bulk, and the $-u$ from the donors.

Q: How quickly does it go wrong?

A: Compare the two expressions at the same $N_D$ and $\phi_s$, with $e^u\gg1$. The second term of the series is then close to $-e^{2\eta_s}/2^{5/2}$, and the first is close to $e^{\eta_s}$. Their ratio is $-e^{\eta_s}/2^{5/2}$. Rewriting $N_ce^{\eta_b}$ in terms of $N_D$ adds a relative change $e^{\eta_b}/2^{3/2}$, which is smaller in size by a factor $2e^{-u}$. To leading order,

$$\frac{E_s^2}{(E_s^2)_{\rm Boltzmann}}\approx1-\frac{e^{\eta_s}}{2^{5/2}}.$$

The Boltzmann field is therefore too high by a fraction of about $e^{\eta_s}/2^{7/2}$. Setting this to 0.05 gives $\eta_s\approx-0.57$. The correction is governed by the surface value $\eta_s$. At a given $\eta_s$ the bulk doping hardly matters, as long as $e^u\gg1$.

Q: That is an expansion for a nondegenerate surface. Can the error change sign once the Fermi level enters the band?

A: No. From $\partial f/\partial\eta=f(1-f)$, where $f$ is the occupation,

$$F_{1/2}'=\frac{1}{\Gamma(3/2)}\int_0^\infty t^{1/2}f(1-f)dt<F_{1/2}.$$

So $d\ln n/d\eta<1$ at every $\eta$. Integrating from the bulk, $n<N_De^{\phi/V_t}$ for every $\phi>0$. The squared field is proportional to $\int_0^{\phi_s}(n-N_D)d\phi$, so Boltzmann statistics overstate the field at every given positive $\phi_s$. Both fields increase with $\phi_s$. Read the other way, at a given field Boltzmann statistics understate the bending.

Q: What replaces the exponential deep in the degenerate regime?

A: A power law. Integrate $F_{3/2}$ by parts to obtain

$$F_{3/2}(\eta)=\frac{1}{\Gamma(7/2)}\int_0^\infty t^{5/2}\left(-\frac{\partial f}{\partial t}\right)dt.$$

For large $\eta$ the factor $-\partial f/\partial t$ is a narrow peak at $t=\eta$, symmetric and of unit area apart from exponentially small end effects. Its second moment is

$$2\int_0^\infty\frac{y^2e^{-y}dy}{(1+e^{-y})^2}=2\sum_{k=1}^\infty(-1)^{k+1}k\,\frac{2}{k^3}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Expand $t^{5/2}$ about $\eta$. The linear term averages to zero, and the quadratic term is $\tfrac12\cdot\tfrac52\cdot\tfrac32\,\eta^{1/2}(t-\eta)^2$. With $\Gamma(7/2)=15\sqrt\pi/8$,

$$F_{3/2}(\eta)\approx\frac{8}{15\sqrt\pi}\,\eta^{5/2}\left(1+\frac{5\pi^2}{8\eta^2}\right).$$

When this term dominates $B$, the field grows as $\eta_s^{5/4}$ to leading order, where Boltzmann statistics would have it grow as $e^{\eta_s/2}$.

Q: Show me a case in which the difference matters.

A: Take a MOS capacitor at 300 K with $10^{17}$ ionised donors per cm³, a 10 nm oxide and an oxide field of 5 MV/cm. I use rough typical parameters: masses $m_l=0.92$ and $m_t=0.19$ electron masses, and relative permittivities 11.7 for silicon and 3.9 for the oxide. They give $N_c=2.744\times10^{19}$ cm⁻³ and $V_t=0.02585$ V.

Without charge at the interface, $\varepsilon E$ is continuous there:

$$E_s=\frac{3.9}{11.7}\times5=1.667\ \text{MV/cm}.$$

The sheet charge has magnitude $\varepsilon E_s=1.73$ µC/cm². The field scale $(2kTN_c/\varepsilon)^{1/2}$ is 0.4684 MV/cm, so the bracket has to be

$$B=\left(\frac{1.6667}{0.4684}\right)^2=12.66.$$

In the bulk, $F_{1/2}(\eta_b)=10^{17}/(2.744\times10^{19})=0.003644$, which gives $\eta_b=-5.613$. The Fermi integrals are evaluated by numerical quadrature and the equations solved by root finding. The surface value is $\eta_s=3.912$, for which

$$B=12.698-0.004-0.035=12.66.$$

The three terms are those of $F_{3/2}(\eta_s)$, $F_{3/2}(\eta_b)$ and the donors. The bending is

$$\phi_s=0.02585\times(3.912+5.613)=0.246\ \text{V}.$$

Q: And with Boltzmann statistics?

A: At the same field and doping, $e^u-1-u=12.66/0.003644\approx3474$. The root is $u\approx8.16$, and $\phi_s=0.211$ V. Fermi–Dirac statistics add 0.035 V.

The difference looks larger when the bending is fixed instead of the field:

| $\phi_s$ (V) | $E_s$, Fermi–Dirac (MV/cm) | $E_s$, Boltzmann (MV/cm) |
|---:|---:|---:|
| 0.05 | 0.056 | 0.056 |
| 0.10 | 0.183 | 0.185 |
| 0.15 | 0.468 | 0.509 |
| 0.20 | 0.993 | 1.351 |
| 0.25 | 1.727 | 3.558 |

At 0.25 V the Boltzmann field is too high by a factor of 2.06. It is 5% too high at $\eta_s=-0.47$, close to the leading estimate of $-0.57$. The bending there is 0.133 V and the Fermi–Dirac field 0.345 MV/cm, which corresponds to an oxide field of about 1.0 MV/cm.

Q: The Fermi level is almost four thermal energies inside the band. Could I have used the power law?

A: Not its leading term. At $\eta_s=3.912$ that term gives 9.11, while $F_{3/2}$ is 12.70. Including the $\pi^2$ correction gives 12.78, which is within 1%.

Q: Now the point I raised before. You have a layer with its centroid at $\phi_s/E_s$, which is about 1.5 nm. Can the electrons be treated as a local gas there?

A: For the surface potential at this field, no. I replaced the local density by one built from effective-mass wave functions, for a (100) surface, with the wave functions forced to zero at the oxide. Two valleys have the mass $m_l$ normal to the surface and four have $m_t$. Each level is filled according to Fermi–Dirac statistics with its two-dimensional density of states. The Schrödinger and Poisson equations were solved together by finite differences on a 0.1 nm grid in a 60 nm layer, with the surface field held at 1.667 MV/cm.

The bending becomes 0.400 V. That is 0.154 V above the local Fermi–Dirac result, a shift more than four times the 0.035 V gained by correcting the statistics. The lowest level lies 0.218 eV above the surface band edge, and the Fermi level 0.255 eV above it. In the local calculation the Fermi level was 0.101 eV above the edge.

The relation $\phi_s=E_s\bar x$ shows what happened. The surface field is 0.1667 V/nm, so the centroids are

$$\frac{0.246}{0.1667}=1.48\ \text{nm},\qquad\frac{0.400}{0.1667}=2.40\ \text{nm}.$$

The electrons sit deeper, and the surface potential rises in proportion. At this field the additional voltage equals the drop across 0.31 nm of oxide.

Q: Then the Fermi–Dirac formula has been overtaken. Why keep it?

A: It is the correct first integral of the local model, and it shows what the change of statistics does within that model. Taken in this order, degeneracy adds 0.035 V and confinement a further 0.154 V. The split depends on the order, because confinement changes the states that the electrons fill: in the other order confinement adds 0.167 V and degeneracy 0.023 V. Both have the same sign here, so the local Fermi–Dirac value is nearer to the quantum one than the Boltzmann value is. It is still 38% below it.

What this means depends on the quantity required. If the oxide field is given, the sheet charge follows from Gauss's law and is untouched by either correction. If the gate voltage is given, the 0.154 V must be set against an oxide drop of 5 V, of which it is about 3%. For a thinner oxide at the same field, the oxide drop shrinks in proportion to the thickness while the silicon bending stays the same, so the relative weight of the correction grows.

The quantum calculation is itself a model. It omits exchange and correlation between the electrons, and the penetration of the wave functions into the oxide. These are not small on the scale of 0.035 V. With a band offset of 3.1 eV and an oxide mass of 0.42 electron masses, penetration lowers the bending by about 0.02 V. A rough zero-temperature local-density estimate of exchange lowers it by about 0.03 V, and the two together by about 0.045 V. The values 0.400 V and 0.154 V therefore belong to the hard-wall model, although confinement remains the largest correction.

Q: You also froze the donors. At an accumulated surface the Fermi level passes the donor level, so many of them must be neutral.

A: If each donor keeps its isolated level, they are, but their charge is small beside that of the electrons. Dense electrons also screen the donors and weaken the binding, so this picture overstates the neutral fraction at the surface. The donor term in $B$ was 0.035 out of 12.66. To find the effect on the bending, take $10^{17}$ cm⁻³ as the total donor density, with a level $E_d=45$ meV below the band edge, a rough value for phosphorus. The ionised density is

$$N_D^+=\frac{N_D}{1+2e^{\eta+E_d/kT}},$$

where the factor 2 counts the spin states of the neutral donor. Bulk neutrality then gives 96% ionisation. In the first integral, the linear donor term is replaced by a numerical integral of $N_D^+$ over $\eta$. At the same surface field $\phi_s$ rises by 0.9 mV. Nearly all of this comes from the bulk, where 96% ionisation lowers the Fermi level by 1.0 meV relative to the band edge. The neutral donors near the surface, taken alone, lower $\phi_s$ by about 0.1 mV.

Q: And parabolic bands, with the Fermi level a tenth of an electronvolt up?

A: That changes the field by a few per cent. Let the density of states be proportional to

$$\sqrt{\mathcal E(1+\alpha\mathcal E)}\,(1+2\alpha\mathcal E),$$

where $\mathcal E$ is the energy above the band edge and $\alpha=0.5$ eV⁻¹ is a rough value for silicon. Recomputing the surface pressure term by quadrature at the same $\eta_s$ raises it by 7.9%. The bulk and donor terms are negligible beside it, so the field at fixed $\eta_s$ rises by about 4%.

Holes can be dropped with far less concern. With a gap $E_g\approx1.1$ eV and, for an estimate, equal effective densities of states in the two bands, the bulk ratio of holes to electrons is $(N_c/N_D)^2e^{-E_g/kT}\sim10^{-14}$. Accumulation lowers the hole density further.

Q: Five megavolts per centimetre is a serious field. Does the oxide really block the current?

A: A good one does, by the following estimate. Take a band offset of 3.1 eV and a tunnelling mass $m_{\rm ox}=0.42\,m_0$, both rough values, with $m_0$ the electron mass. Measured from the quantum Fermi level, the barrier is $\Phi=3.1-0.255\approx2.85$ eV. The 5 V across the oxide exceeds $\Phi/q$, so the barrier is triangular. The Fowler–Nordheim expression, with the tunnelling exponent in the semiclassical approximation, is

$$J\approx\frac{q^3E_{\rm ox}^2}{8\pi h\Phi}\frac{m_0}{m_{\rm ox}}\exp\left[-2\int_0^{\Phi/qE_{\rm ox}}\frac{\sqrt{2m_{\rm ox}(\Phi-qE_{\rm ox}z)}}{\hbar}dz\right].$$

Here $\Phi$ is in joules, $E_{\rm ox}$ is the oxide field and $z$ the distance into the oxide. The result is of order $10^{-11}$ A/cm². The expression was derived for a metal emitter; for electrons held in subbands the prefactor differs, and the current may be several times larger. For silicon with $10^{17}$ electrons per cm³ and a mobility of even 100 cm²/Vs, the conductivity is 1.6 S/cm. Such a current needs a Fermi-level gradient of order $10^{-11}$ eV/cm, so the equilibrium assumption is sound. Defects in the oxide could carry more current than this estimate.

Q: How does the example compare with a real capacitor, and what if it runs hot?

A: The doping and oxide thickness are plausible for a silicon MOS capacitor. The field is high but roughly half the breakdown field of a good thermal oxide, which is of order 10 MV/cm. Real interfaces carry some charge, and the continuity condition used above then fails. A charge of $10^{11}$ elementary charges per cm² amounts to 0.016 µC/cm², and it would change the silicon field by about 1% at a fixed oxide field. The assumption that moves the bending most, among those sized here, is the local density: 0.246 V becomes 0.400 V.

At 400 K, with the doping, oxide field, masses and permittivities held fixed, the local model gives 0.298 V with Fermi–Dirac statistics and 0.271 V with Boltzmann statistics. The gap between them narrows from 35 to 27 mV. Raising the temperature makes the surface less degenerate at this field, since $kTN_c$ grows as $T^{5/2}$ and a smaller bracket $B$ is needed to supply the same stress.
